# Imbalance decay between two cold-atom reservoirs, with its first correction

## Definitions and conventions

A cloud of fermionic atoms in two equally populated spin states is divided into a left reservoir L and a right reservoir R, joined by a narrow channel. All atom numbers, currents and compressibilities below refer to one spin state. The atoms are neutral, so the current counts atoms per second.

- $\Delta N=N_L-N_R$ is the imbalance and $\Delta\mu=\mu_L-\mu_R$ the bias.
- $I$ is the current from L to R, and $G=I/\Delta\mu$ is the particle conductance.
- $\kappa=dN/d\mu$ is the compressibility of one reservoir. It is a number per energy, not the mechanical coefficient that relates volume to pressure.
- $N_r$ is the atom number in each reservoir at balance, and $E_F$ the corresponding Fermi energy.

The model rests on these assumptions. Each reservoir stays in internal equilibrium during the decay. Collisions maintain that equilibrium but are neglected in the equation of state and in the channel. The few atoms inside the channel are not counted. The channel has one open transverse mode, without reflection. The two spin states then carry equal and independent currents. Counting both spins together doubles $\kappa$ and $G$ alike and leaves the decay time unchanged.

## Leading order: current, balance and decay

**Current.** In a one-dimensional mode, right-moving states have density $dk/2\pi$ per unit length. With $dE=\hbar v\,dk$, this is $1/(2\pi\hbar v)=1/(hv)$ per unit length and energy. Multiplying by the speed $v$ gives a flow $1/h$ per unit energy, whatever the dispersion. Right-movers are filled by L and left-movers by R, so

$$I=\frac1h\int (f_L-f_R)\,dE=\frac{\Delta\mu}{h},\qquad G=\frac1h ,$$

where $f$ is the Fermi function. The last integral equals $\Delta\mu$ at equal low temperatures because the two distributions differ by a shift $\Delta\mu$.

The absence of reflection matters. In an exact evolution of two filled chains that are suddenly joined, with the mean chemical potential half a hopping unit below the band centre, a uniform link gives a conductance $1.00/h$, while a link of half strength gives $0.62/h$. The second value depends on the filling: the transmission of the weak link is 0.64 at the band centre and falls towards the band edges.

**Balance.** Each atom that crosses lowers $N_L$ by one and raises $N_R$ by one:

$$\frac{dN_L}{dt}=-I,\quad \frac{dN_R}{dt}=+I\quad\Rightarrow\quad \frac{d\Delta N}{dt}=-2G\,\Delta\mu .$$

**Response.** For equal reservoirs, L holds $\Delta N/2$ above balance and R holds $\Delta N/2$ below. Their chemical potentials shift by $\pm\Delta N/(2\kappa)$, so $\Delta\mu=\Delta N/\kappa$. Therefore

$$\frac{d\Delta N}{dt}=-\frac{2G}{\kappa}\Delta N,\qquad \Delta N(t)=\Delta N(0)\,e^{-t/\tau},\qquad \tau=\frac{\kappa}{2G}=\frac{h\kappa}{2}.$$

**Unequal reservoirs.** Let $\delta N$ be the excess in L relative to equilibrium. The bias is $\delta N/\kappa_L+\delta N/\kappa_R$, and $d\delta N/dt=-G\Delta\mu$. Hence

$$\tau=\frac CG,\qquad \frac1C=\frac1{\kappa_L}+\frac1{\kappa_R}.$$

The decay time is thus compressibility over conductance, provided that the compressibility is the series combination $C$. It equals $\kappa/2$ for equal reservoirs. This is the discharge of two capacitors in series through a resistor. If R is much larger than L, then $C\to\kappa_L$ and the factor $1/2$ disappears.

## Compressibility of half a trap

Let the whole trap be harmonic with frequencies $\nu_1,\nu_2,\nu_3$ and geometric mean $\bar\nu$. For energies far above the level spacings, the states below $E$ fill a pyramid in the space of quantum numbers, with edges $E/h\nu_i$ and volume $E^3/[6(h\bar\nu)^3]$. A wall through the centre keeps the states that are odd along one axis, which is half of them. Hence

$$N_r=\frac{E_F^3}{12(h\bar\nu)^3},\qquad E_F=h\bar\nu(12N_r)^{1/3},\qquad \kappa=\frac{dN_r}{dE_F}=\frac{3N_r}{E_F},$$

$$\tau=\frac{3hN_r}{2E_F}\propto\frac{N_r^{2/3}}{\bar\nu}.$$

A larger cloud decays more slowly because $N_r$ grows faster than the Fermi energy that drives the current.

## Estimate

Take 100 000 atoms in total, so $N_r=25\,000$ per spin and reservoir, and trap frequencies 25, 200 and 200 Hz, with the channel at the middle of the long axis. Then $\bar\nu=(25\cdot200\cdot200)^{1/3}\,\text{Hz}=100$ Hz and

$$\frac{E_F}{h}=100\,(300\,000)^{1/3}\ \text{Hz}=6694\ \text{Hz},\qquad h\kappa=\frac{3\cdot25\,000}{6694\ \text{Hz}}=11.2\ \text{s},\qquad \tau=5.6\ \text{s}.$$

An initial relative imbalance of 0.2 means $\Delta N=10\,000$ per spin. The linear bias is $\Delta\mu/h=10\,000/11.2\ \text{s}=893$ Hz, and the current is 893 atoms per second. The imbalance falls at twice this rate, and $10\,000/(2\cdot893)$ s again gives 5.6 s.

In the same trap, 10 000 atoms give $\tau=1.2$ s and 1 000 000 atoms give 26 s. Each factor of ten in number multiplies the time by $10^{2/3}\approx4.6$. The gate potential of the channel is assumed to be readjusted so that one mode remains open.

The time of 5.6 s spans 140 periods of the slowest trap motion. This separation is needed for quasi-static reservoirs but does not prove equilibration, which also requires sufficiently frequent collisions.

## The small parameters of the correction

Two quantities were taken to be small: the relative imbalance $x=\Delta N/(2N_r)$ and the temperature. Define

$$u=\pi^2\left(\frac{k_BT}{E_F}\right)^2 .$$

They cannot be treated separately in an isolated gas. The decay releases energy of order $x^2$ in units of $N_rE_F$, while the thermal energy is of order $u$ in the same units. The consistent ordering is $u\sim x^2\ll1$, and the first correction to $\tau$ collects all terms of this order.

For a smooth function $\varphi$ with antiderivative $\Phi$, integration by parts gives $\int\varphi f\,dE=\int\Phi\,(-f')\,dE$, apart from a constant at the lower limit. The function $-f'$ is a narrow even peak at $\mu$ with area 1 and second moment $\pi^2(k_BT)^2/3$. Expanding $\Phi$ about $\mu$ to second order gives

$$\int\varphi f\,dE\simeq\Phi(\mu)+\frac{\pi^2}{6}(k_BT)^2\varphi'(\mu).$$

The density of states of half a trap is $E^2/[4(h\bar\nu)^3]$. Let $m=\mu/E_F$, $n=N/N_r$, and let $w$ be the energy of a reservoir divided by $N_rE_F$. Applying the formula to $E^2$ and $E^3$ gives

$$n=m^3+um,\qquad w=\tfrac34m^4+\tfrac32um^2 .$$

Solving the first for $m$ to first order in $u$, and inserting the result in the second, gives

$$m=n^{1/3}-\tfrac13u\,n^{-1/3},\qquad w=\tfrac34n^{4/3}+\left(-1+\tfrac32\right)u\,n^{2/3}=\tfrac34n^{4/3}+\tfrac12u\,n^{2/3}.$$

Each atom carries its energy $E$ through the channel. The number current is still $(\mu_L-\mu_R)/h$, and the energy current follows from $\varphi=E$. With time $s=t/\tau$, the common prefactor is $\tau E_F/(hN_r)=3/2$. A prime on a function of time now means $d/ds$. With $n_L=1+x$, $n_R=1-x$ and $D=u_L-u_R$,

$$x'=-\tfrac32(m_L-m_R),\qquad w_L'=-w_R'=-\tfrac32\left[\tfrac12(m_L^2-m_R^2)+\tfrac16D\right].$$

## Three equations at the first correction

**Imbalance.** Let $\bar u=(u_L+u_R)/2$. From $(1\pm x)^{1/3}=1\pm\frac x3-\frac{x^2}9\pm\frac{5x^3}{81}$ and $(1\pm x)^{-1/3}=1\mp\frac x3$,

$$m_L-m_R=\tfrac23x+\tfrac{10}{81}x^3-\tfrac13D+\tfrac29\bar u x,$$

$$x'=-x-\tfrac5{27}x^3+\tfrac12D-\tfrac13\bar u x. \tag{1}$$

The term with $D$ slows the decay if L is hotter, because heating at fixed number lowers $\mu_L$.

**Mean temperature.** Since $n_L^{4/3}+n_R^{4/3}=2+\frac49x^2$, the conserved total energy is $w_L+w_R=\frac32+\frac13x^2+\bar u$. If both sides start at $u_0$ and the initial imbalance is $x_0$,

$$\bar u=U-\tfrac13x^2,\qquad U=u_0+\tfrac13x_0^2. \tag{2}$$

The energy stored in the imbalance becomes heat.

**Temperature difference.** The energy difference $W=w_L-w_R$ follows from $n_L^{4/3}-n_R^{4/3}=\frac83x-\frac8{81}x^3$ and $n_L^{2/3}-n_R^{2/3}=\frac43x$:

$$W=2x-\tfrac2{27}x^3+\tfrac12D+\tfrac23\bar u x.$$

Its rate is twice that of $w_L$. Factor $m_L^2-m_R^2=(m_L+m_R)(m_L-m_R)$ and replace $\frac32(m_L-m_R)$ by $-x'$:

$$W'=(m_L+m_R)x'-\tfrac12D,\qquad m_L+m_R=2-\tfrac29x^2-\tfrac23\bar u .$$

Differentiating the expression for $W$ and equating, the terms $2x'$ and $-\frac29x^2x'$ cancel. What remains is

$$D'=-D-\tfrac43\bar u x'-\tfrac43(\bar u x)'.$$

At this order $x'=-x$ may be used on the right. Equation (2) gives $\bar u'=\frac23x^2$, so $(\bar u x)'=\frac23x^3-\bar u x$, and

$$D'=-D+\tfrac83\bar u x-\tfrac89x^3=-D+\tfrac83Ux-\tfrac{16}9x^3. \tag{3}$$

## Solution and corrected time

Insert $x=x_0e^{-s}$ in (3) and write $D=e^{-s}d$ with $d(0)=0$. Then $d'=\frac83Ux_0-\frac{16}9x_0^3e^{-2s}$, which integrates to

$$d=\tfrac83Ux_0s-\tfrac89x_0^3(1-e^{-2s}).$$

Now write $x=x_0e^{-s}(1+y)$. Equation (1), with (2) for $\bar u$, becomes

$$y'=-\tfrac5{27}x_0^2e^{-2s}+\tfrac43Us-\tfrac49x_0^2(1-e^{-2s})-\tfrac13U+\tfrac19x_0^2e^{-2s}.$$

Integrate from 0 to 1, with $q=\int_0^1e^{-2s}ds=\frac12(1-e^{-2})$:

$$y(1)=\tfrac13U-\tfrac49x_0^2+q\,x_0^2\left(-\tfrac5{27}+\tfrac49+\tfrac19\right)
=\tfrac13u_0-\tfrac13x_0^2+\tfrac{10}{27}q\,x_0^2 .$$

Here $\frac13U=\frac13u_0+\frac19x_0^2$ was used. The imbalance reaches $1/e$ of its initial value when $e^{-s}(1+y)=e^{-1}$, that is, at $s=1+y(1)$ to this order. The result is

$$\boxed{\;t_{1/e}=\tau\left[1+\frac{\pi^2}{3}\left(\frac{k_BT}{E_F}\right)^2-\left(\frac13-\frac{5(1-e^{-2})}{27}\right)x_0^2\right]\;}$$

where $T$ is the initial temperature. The coefficient of $x_0^2$ is $-0.173$.

## Special cases and late times

**Temperature held fixed.** If both reservoirs are kept at their initial temperature, then $D=0$ and $\bar u=u_0$. Equation (1) gives

$$t_{1/e}=\tau\left[1-\tfrac13u_0-\tfrac5{54}(1-e^{-2})x_0^2\right].$$

The thermal term now has the opposite sign. It is the reduction of the isothermal compressibility of the warm gas. In the isolated gas, the temperature difference contributes $+\frac23u_0$ and reverses the sign. The reason is visible in (3): for small $x$ the source of $D$ is positive, so the reservoir that loses atoms becomes the hotter one. Its chemical potential falls further and the drive weakens.

**Late times at very small imbalance.** For $x_0^2\ll u_0$, the correction contains $\frac23u_0s^2$, which grows with time, so the expansion about one exponential fails when $s\sim u_0^{-1/2}$. Set $x=e^{-s}X$ and $D=e^{-s}d$, and keep the coupling terms of (1) and (3):

$$X'=\tfrac12d,\quad d'=\tfrac83u_0X\quad\Rightarrow\quad X''=\varepsilon^2X,\quad \varepsilon=\sqrt{\tfrac43u_0}.$$

With $d(0)=0$, $x=x_0e^{-s}\cosh(\varepsilon s)$. The decay contains two rates, $(1\pm\varepsilon)/\tau$, and the slower one governs the tail. The omitted terms shift the rates by relative amounts of order $u_0$. In an isolated gas, a single exponential is therefore the limit in which both the initial temperature and the imbalance are small, while a warm gas has a slower tail. A cold gas with a finite imbalance also acquires two rates, because by (2) the decay itself heats it.

## Reading the numbers

Let the initial temperature be 30 nK, or $k_BT/h=625$ Hz. Then $k_BT/E_F=625/6694=0.093$, $u_0=0.086$, and the thermal correction is $u_0/3=2.9\%$ of $\tau$. The values below come from integrating the nonlinear rate equations, with the printed cold value $\tau=5.602$ s as reference. At finite temperature the channel in the integration has thresholds 5000 Hz below and above the initial $\mu$, whereas the formula assumes an ideal mode.

- At $x_0=0.02$ with the temperature held fixed, the formula gives $5.602\cdot(1-0.029)=5.44$ s; the integration gives 5.45 s.
- At $x_0=0.02$ in the isolated gas, the formula gives $5.602\cdot(1+0.029)=5.76$ s; the integration gives 5.77 s. Halving the temperature reduces the deviation from $\tau$ by a factor 4.19, near the 4 expected of a $T^2$ law. For an ideal mode without thresholds the time is 5.78 s and the factor 4.36; the excess over 4 comes from higher orders in $u_0$.
- At $x_0=0.2$ in the isolated gas, the bias term is $-0.173\cdot0.04=-0.7\%$. The formula gives $5.602\cdot(1+0.0287-0.0069)=5.72$ s; the integration gives 5.73 s (5.74 s for an ideal mode).
- At zero temperature held fixed, $x_0=0.2$ gives a correction of $-0.3\%$, or 5.58 s, as found by integration.

In the third case L is 2.8 nK hotter than R at the $1/e$ time. For the tail, $\varepsilon=0.34$, which is too large for the two-rate formula to give more than a rough value.

The series rule can be read from a second example. If the right trap has 1.5 times the mean frequency at the same $\mu$, then $\kappa\propto\bar\nu^{-3}$ makes $\kappa_R$ smaller by $1.5^3=3.375$. Thus $\tau=11.2\ \text{s}/(1+3.375)=2.56$ s, in agreement with the rate equation.

## Where the estimate fails

The plateau requires both chemical potentials to stay several $k_BT$ away from the channel thresholds. Here $\mu$ starts 5000 Hz above the first threshold and 5000 Hz below the second, in units of $E/h$. This is eight times $k_BT/h$, and each reservoir is displaced by only about 450 Hz. At a larger bias or temperature, a second mode opens or the first partly closes, and $G$ can differ from $1/h$. With $\mu$ midway between two non-degenerate thresholds and equal temperatures these effects cancel in $G$; they do not cancel off centre or if the second threshold is degenerate. Even midway they add in the current driven by a temperature difference: in the isolated gas at $x_0=0.02$ they shorten the $1/e$ time by 0.1% at 30 nK but by about 7% at 60 nK.

Reflection that does not depend on energy lowers $G$ and lengthens the decay in proportion to $1/G$. If the reflection depends on energy, a temperature difference also drives a number current, and the decay time of a warm isolated gas no longer follows from $G$ alone. Strong interactions change both the equation of state and the transport, so neither $\kappa=3N_r/E_F$ nor $G=1/h$ may then be assumed. The balance $\tau=C/G$ survives with the true values as long as the reservoirs equilibrate quickly, the response is linear and the coupling to heat is negligible. For the weakly interacting gas treated here, the estimate is a few seconds for a hundred thousand atoms, with thermal and bias corrections of a few per cent to the $1/e$ time at 30 nK. Interactions, neglected in the equation of state, change $\kappa$ in first order in $k_Fa$ ($a$ the scattering length), while the collision rate scales as $(k_Fa)^2(T/T_F)^2$, so an interaction strong enough to keep the reservoirs in equilibrium can shift $\tau$ by a comparable amount. The later tail is markedly slower than a single exponential. The numerical output follows below.

## Table of computed values

```
Total atoms, two spin states: 100000
Atoms per spin per reservoir: 25000
Trap frequencies: 25 200 200 Hz
Geometric mean frequency: 100.0 Hz
Fermi energy / h: 6694 Hz
Fermi temperature: 321 nK
h*kappa, one reservoir, one spin: 11.20 s
Particle conductance 1/h: 1.5092e+33 1/(J s)
Decay time tau = h*kappa/2: 5.60 s
tau in long-axis trap periods: 140
Initial relative imbalance: 0.20
Initial imbalance per spin: 10000 atoms
Initial linear bias / h: 893 Hz
Initial current per spin: 893 atoms/s
N=10000: E_F/h=3107 Hz, h*kappa=2.41 s, tau=1.21 s
N=100000: E_F/h=6694 Hz, h*kappa=11.20 s, tau=5.60 s
N=1000000: E_F/h=14422 Hz, h*kappa=52.00 s, tau=26.00 s
Chain conductance, uniform link: 1.0000 /h
Chain conductance, half-strength link: 0.6223 /h
h*kappa from levels at 10 nK: 11.17 s
h*kappa from levels at 30 nK: 10.89 s
h*kappa warm-gas formula: 10.89 s
Cold 1/e time, tiny imbalance: 5.602 s
Cold 1/e time, imbalance 0.2: 5.584 s
Unequal traps, frequency ratio: 1.5
Unequal traps, series formula: 2.561 s
Unequal traps, rate equation: 2.560 s
Temperature: 30 nK
Thermal energy kT/h: 625 Hz
T / T_F: 0.093
Channel threshold spacing / h: 10000 Hz
mu above first threshold / h: 5000 Hz
1/e time, imbalance 0.02, T held fixed: 5.446 s
1/e time, imbalance 0.02, T free: 5.773 s
Same at half the temperature: 5.643 s
Ratio of the two thermal corrections: 4.19
1/e time, imbalance 0.2, T free: 5.734 s
T_L - T_R at that time: 2.80 nK
```
